# Cyclotron Resonance of Ellipsoidal Valleys and the Electron Lines of Silicon: verification in Python

```python
"""
Cyclotron mass of a spheroidal valley and the resonance list of six valleys
on the cubic axes (the arrangement of silicon).

Result under test:
    1/m_c^2 = cos(theta)^2/m_t^2 + sin(theta)^2/(m_t*m_l)
m_t, m_l : transverse and longitudinal effective masses (units of m_e)
theta    : angle between the magnetic field and the valley's symmetry axis
m_c      : cyclotron mass, defined by omega_c = e*B/m_c
Distinct masses: two for B along [100], two for [110], one for [111].
The formula is compared with eigenfrequencies of the equations of motion,
with integrated orbits and with maxima of the absorbed microwave power.
"""
import numpy as np
from scipy.constants import e, m_e, pi
from scipy.integrate import solve_ivp
from scipy.signal import find_peaks

MT, ML = 0.2, 0.8          # model masses, units of m_e
FIELD = 1.0                # tesla
TAU = 100e-12              # scattering time, seconds
AXES = np.eye(3)           # each axis carries two opposite valleys


def mass_tensor(axis, mt, ml):
    return mt * np.eye(3) + (ml - mt) * np.outer(axis, axis)


def cross_with(b):
    """Matrix X such that X @ v equals the vector product v x b."""
    return np.array([[0, b[2], -b[1]], [-b[2], 0, b[0]], [b[1], -b[0], 0]])


def mass_from_dynamics(axis, b, mt, ml):
    """Eigenfrequency of M dv/dt = -v x b (units e*B = m_e = 1)."""
    generator = -np.linalg.solve(mass_tensor(axis, mt, ml), cross_with(b))
    return 1 / np.max(np.linalg.eigvals(generator).imag)


def mass_from_formula(cos2, mt, ml):
    return 1 / np.sqrt(cos2 / mt**2 + (1 - cos2) / (mt * ml))


# Random fields, valley axes and masses, prolate and oblate
rng = np.random.default_rng(4)
worst_formula = 0.0
for _ in range(200):
    b, axis = rng.normal(size=(2, 3))
    b /= np.linalg.norm(b)
    axis /= np.linalg.norm(axis)
    mt, ml = rng.uniform(0.1, 2.0, size=2)
    exact = mass_from_dynamics(axis, b, mt, ml)
    tensor = mass_tensor(axis, mt, ml)
    from_tensor = np.sqrt(np.linalg.det(tensor) / (b @ tensor @ b))
    error = abs(mass_from_formula((axis @ b)**2, mt, ml) / exact - 1)
    worst_formula = max(worst_formula, error)
    assert abs(from_tensor / exact - 1) < 1e-9
    total = sum(mass_from_dynamics(a, b, mt, ml)**-2 for a in AXES)
    assert abs(total / (1 / mt**2 + 2 / (mt * ml)) - 1) < 1e-9
assert worst_formula < 1e-9

# The mass grows with the angle when m_l > m_t
tilts = np.radians(np.linspace(0, 90, 31))
tilt_masses = [mass_from_dynamics(AXES[2], np.array([np.sin(t), 0, np.cos(t)]),
                                  MT, ML) for t in tilts]
assert np.all(np.diff(tilt_masses) > 0)


# Integrated orbits: period and drift for different starting momenta
def energy(p):
    return (p[0]**2 + p[1]**2) / (2 * MT) + p[2]**2 / (2 * ML)


def velocity(p, h=1e-3):
    return np.array([(energy(p + h * u) - energy(p - h * u)) / (2 * h)
                     for u in AXES])


ORBIT_ANGLE = 35.0
angle = np.radians(ORBIT_ANGLE)
b_orbit = np.array([np.sin(angle), 0, np.cos(angle)])


def motion(t, state):
    v = velocity(state[3:])
    return np.concatenate([v, -np.cross(v, b_orbit)])


def crossing(t, state):
    return velocity(state[3:])[1]


crossing.direction = 1
starts = np.array([[0.3, 0.5, 0.2], [-1.0, 0.4, 2.0], [0.1, -0.2, -1.5]])
orbit_masses = []
for p0 in starts:
    run = solve_ivp(motion, (0, 4), np.concatenate([np.zeros(3), p0]),
                    method="DOP853", rtol=1e-10, atol=1e-12, events=crossing)
    times, states = run.t_events[0], run.y_events[0]
    period = times[1] - times[0]
    orbit_masses.append(period / (2 * pi))
    drift = (states[1][:3] - states[0][:3]) / period
    tensor = mass_tensor(AXES[2], MT, ML)
    expected_drift = b_orbit * (b_orbit @ p0) / (b_orbit @ tensor @ b_orbit)
    assert np.allclose(drift, expected_drift, atol=1e-5)
orbit_formula = mass_from_formula(np.cos(angle)**2, MT, ML)
assert np.allclose(orbit_masses, orbit_formula, rtol=1e-6)

# Closed forms of the resonance list: (mass, number of valleys)
m_side = np.sqrt(MT * ML)
directions = {
    "[100]": (np.array([1., 0, 0]), np.array([0, 1., 0]),
              [(MT, 2), (m_side, 4)]),
    "[110]": (np.array([1., 1, 0]) / np.sqrt(2), np.array([0, 0, 1.]),
              [(MT * np.sqrt(2 * ML / (ML + MT)), 4), (m_side, 2)]),
    "[111]": (np.array([1., 1, 1]) / np.sqrt(3),
              np.array([1., -1, 0]) / np.sqrt(2),
              [(MT * np.sqrt(3 * ML / (ML + 2 * MT)), 6)]),
}
free_ghz = e * FIELD / (2 * pi * m_e) / 1e9
grid_ghz = np.arange(40, 200, 0.05)


def conductivity(b, tau):
    """Six-valley response tensor on the frequency grid, arbitrary scale."""
    rate = 1 / tau - 1j * 2 * pi * grid_ghz * 1e9
    total = 0
    for axis in AXES:
        matrix = (rate[:, None, None] * mass_tensor(axis, MT, ML)
                  + e * FIELD / m_e * cross_with(b))
        total = total + 2 * np.linalg.inv(matrix)
    return total


def absorption_peaks(sigma, polarization):
    power = np.einsum("i,fij,j->f", polarization, sigma, polarization).real
    return grid_ghz[find_peaks(power)[0]]


report = []
worst_peak = 0.0
for name, (b, e1, closed) in directions.items():
    found = {}
    for axis in AXES:
        key = round(mass_from_dynamics(axis, b, MT, ML), 8)
        found[key] = found.get(key, 0) + 2
    assert len(found) == len(closed)
    for (mass, count), key in zip(closed, sorted(found)):
        assert abs(mass - key) < 1e-7 and count == found[key]
    sigma = conductivity(b, TAU)
    e2 = np.cross(b, e1)
    lines = np.array([free_ghz / mass for mass, _ in closed])
    for phi in np.radians(np.arange(0, 180, 15)):
        peaks = absorption_peaks(sigma, np.cos(phi) * e1 + np.sin(phi) * e2)
        assert len(peaks) == len(closed)
        shift = np.max(np.abs(np.sort(peaks)[::-1] - lines))
        worst_peak = max(worst_peak, shift)
    first = np.sort(absorption_peaks(sigma, e1))[::-1]
    report.append((name, b, closed, lines, first))
# Allowance: grid step plus the line shift of relative order 1/(omega_c*tau)^2
assert worst_peak < 0.15

# Strong scattering removes the two separate lines of the [100] field
SHORT_TAU = 1e-12
b100, e100, _ = directions["[100]"]
blurred = absorption_peaks(conductivity(b100, SHORT_TAU), e100)
assert len(blurred) < 2

print(f"transverse mass m_t = {MT:.3f} m_e")
print(f"longitudinal mass m_l = {ML:.3f} m_e")
print(f"magnetic field B = {FIELD:.2f} T")
print(f"scattering time tau = {TAU * 1e12:.0f} ps")
print(f"free-electron cyclotron frequency = {free_ghz:.3f} GHz")
print(f"largest relative error of mass formula = {worst_formula:.1e}")
print(f"orbit test: angle theta = {ORBIT_ANGLE:.0f} degrees")
print(f"  mass from formula = {orbit_formula:.6f} m_e")
for number, mass in enumerate(orbit_masses, 1):
    print(f"  mass from period of orbit {number} = {mass:.6f} m_e")
for name, b, closed, lines, peaks in report:
    squares = ", ".join(f"{x:.4f}" for x in b**2)
    print(f"B along {name}: {len(closed)} distinct resonance(s)")
    print(f"  cos^2(theta) for x, y, z valleys = {squares}")
    for (mass, count), line, peak in zip(closed, lines, peaks):
        print(f"  m_c = {mass:.4f} m_e, valleys = {count}")
        print(f"    frequency = {line:.2f} GHz, peak = {peak:.2f} GHz")
sum_rule = 1 / MT**2 + 2 / (MT * ML)
print(f"sum of 1/m_c^2 over three axes = {sum_rule:.3f} m_e^-2")
slowest = 2 * pi * free_ghz * 1e9 / m_side * TAU
print(f"smallest omega_c*tau in the list = {slowest:.1f}")
print(f"largest peak offset, 12 polarizations = {worst_peak:.3f} GHz")
print(f"[100] peaks from 40 to 200 GHz at tau = {SHORT_TAU * 1e12:.0f} ps:"
      f" {len(blurred)}")
print("verified")
```

Running it gives:

```
transverse mass m_t = 0.200 m_e
longitudinal mass m_l = 0.800 m_e
magnetic field B = 1.00 T
scattering time tau = 100 ps
free-electron cyclotron frequency = 27.992 GHz
largest relative error of mass formula = 2.2e-15
orbit test: angle theta = 35 degrees
  mass from formula = 0.230440 m_e
  mass from period of orbit 1 = 0.230440 m_e
  mass from period of orbit 2 = 0.230440 m_e
  mass from period of orbit 3 = 0.230440 m_e
B along [100]: 2 distinct resonance(s)
  cos^2(theta) for x, y, z valleys = 1.0000, 0.0000, 0.0000
  m_c = 0.2000 m_e, valleys = 2
    frequency = 139.96 GHz, peak = 139.95 GHz
  m_c = 0.4000 m_e, valleys = 4
    frequency = 69.98 GHz, peak = 70.00 GHz
B along [110]: 2 distinct resonance(s)
  cos^2(theta) for x, y, z valleys = 0.5000, 0.5000, 0.0000
  m_c = 0.2530 m_e, valleys = 4
    frequency = 110.65 GHz, peak = 110.65 GHz
  m_c = 0.4000 m_e, valleys = 2
    frequency = 69.98 GHz, peak = 70.00 GHz
B along [111]: 1 distinct resonance(s)
  cos^2(theta) for x, y, z valleys = 0.3333, 0.3333, 0.3333
  m_c = 0.2828 m_e, valleys = 6
    frequency = 98.97 GHz, peak = 98.95 GHz
sum of 1/m_c^2 over three axes = 37.500 m_e^-2
smallest omega_c*tau in the list = 44.0
largest peak offset, 12 polarizations = 0.019 GHz
[100] peaks from 40 to 200 GHz at tau = 1 ps: 0
verified
```
